\section*{Small-window roughness and the global growth exponent: a referee's comment}

\section{The argument under review}

The manuscript follows a growing film by measuring its roughness in a small window of fixed length $l$ at successive deposition times $t$. In each window the mean height is subtracted and the mean square of the remainder is taken; this is averaged over many windows, and its square root is called $w(l,t)$. The authors then reason in three steps. The surface is statistically the same everywhere, so any part of it represents the whole. The slope of $\ln w$ against $\ln t$ is therefore the growth exponent $\beta$ of the entire surface. Since that slope is small, the local morphology has nearly stopped changing.

The first premise can be granted. Does the rest follow from it?

Statistical homogeneity makes averages independent of where the window lies. It does not make them independent of its length. Subtracting the window mean removes most of the height variation whose wavelength is much longer than $l$, and this is the variation that may still be growing. Whether the loss alters the exponent has to be calculated.

\section{A growth law that can be solved}

Consider a profile $h(x,t)$ on an unbounded line, flat at $t=0$ and measured from its mean height, with
\begin{equation}
\partial_t h=-K\,\partial_x^4h+\eta,\qquad
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t').
\end{equation}
The first term is smoothing by surface diffusion at small slopes; the second is random deposition. There is no shadowing in this model. It serves to test an inference that was claimed to hold for any homogeneous surface.

A Fourier mode decays at the rate $Kk^4$ and is driven by noise that is uncorrelated in time. Adding the surviving contributions from all earlier times $s$ gives the height spectrum
\begin{equation}
S(k,t)=2D\int_0^t e^{-2Kk^4(t-s)}ds
=\frac{D}{Kk^4}\left(1-e^{-2Kk^4t}\right).
\end{equation}
Define $\xi=(2Kt)^{1/4}$. Modes with $k\xi\gg1$ have reached a steady amplitude; longer waves are still growing.

The global width $W$ and the mean square slope $M$ are
\begin{equation}
W^2=\frac1\pi\int_0^\infty S\,dk,\qquad
M=\langle(\partial_xh)^2\rangle=\frac1\pi\int_0^\infty k^2S\,dk.
\end{equation}
With $u=k\xi$, both need an integral of the type below, with $1<m<5$. Integration by parts gives
\begin{equation}
\int_0^\infty\frac{1-e^{-u^4}}{u^m}du
=\frac{4}{m-1}\int_0^\infty u^{4-m}e^{-u^4}du
=\frac{1}{m-1}\Gamma\!\left(\frac{5-m}{4}\right).
\end{equation}
The boundary terms vanish, as $u^{5-m}$ at zero and as $u^{1-m}$ at infinity. Taking $m=4$ and $m=2$,
\begin{equation}
W^2=\frac{D\,\Gamma(1/4)}{3\pi K}\,\xi^3,\qquad
M=\frac{D\,\Gamma(3/4)}{\pi K}\,\xi .
\end{equation}
Since $\xi\propto t^{1/4}$, the global width grows as $t^{3/8}$ and the rms slope as $t^{1/8}$. In the usual notation $\xi\propto t^{1/z}$ and $W\propto\xi^\alpha$, so $z=4$, $\alpha=3/2$ and $\beta=\alpha/z=3/8$.

\section{What the window measures}

Let $G(r)=\langle[h(x+r)-h(x)]^2\rangle$. The variance in a window is half the mean square difference between two points chosen independently in it. Pairs at separation $r$ have weight proportional to $l-r$, so with $\rho=r/l$
\begin{equation}
w^2=\frac{1}{2l^2}\int_0^l\!\!\int_0^l G(|x-x'|)\,dx\,dx'
=\int_0^1(1-\rho)\,G(l\rho)\,d\rho .
\label{raw}
\end{equation}

For $r\ll\xi$, start from
\begin{equation}
G(r)=\frac2\pi\int_0^\infty S(k,t)\,(1-\cos kr)\,dk
\end{equation}
and write $1-\cos y=y^2/2-R(y)$, where $R=\cos y-1+y^2/2$. The first part gives $Mr^2$. In the second, split $S$ into its steady part $D/(Kk^4)$ and the remainder $-De^{-(k\xi)^4}/(Kk^4)$. The steady part requires
\begin{equation}
\int_0^\infty\frac{R(y)}{y^4}dy
=\frac16\int_0^\infty\frac{R'''(y)}{y}dy
=\frac16\int_0^\infty\frac{\sin y}{y}dy=\frac{\pi}{12},
\end{equation}
after three integrations by parts whose boundary terms vanish. It contributes $-(2Dr^3/\pi K)(\pi/12)=-Dr^3/(6K)$. In the remainder only $k\lesssim1/\xi$ matters, so $R\simeq(kr)^4/24$, and $\int_0^\infty e^{-(k\xi)^4}dk=\Gamma(5/4)/\xi$. Therefore
\begin{equation}
G(r)\simeq Mr^2-\frac{D}{6K}r^3
+\frac{D\,\Gamma(5/4)}{12\pi K\xi}r^4 .
\label{G}
\end{equation}
Equation (\ref{raw}) turns $r^m$ into $l^m/[(m+1)(m+2)]$, which yields
\begin{equation}
w^2\simeq\frac{Ml^2}{12}-\frac{Dl^3}{120K}
+\frac{D\,\Gamma(5/4)}{360\pi K\xi}l^4,\qquad l\ll\xi .
\label{small}
\end{equation}

The leading term is the height variance of a straight segment with the surface's mean square slope. At fixed $l$ it gives $w\propto t^{1/8}$, not $t^{3/8}$. The authors' second step fails here, and so does their third: the small exponent is itself the growth of the slopes.

In the opposite limit, $l\gg\xi$, most pairs are uncorrelated and $w\to W$. The first correction comes from the integrated height correlation, which equals $S(0,t)=2Dt$:
\begin{equation}
w^2\simeq W^2-\frac{2Dt}{l}.
\label{large}
\end{equation}
A fixed window thus begins with the global exponent while $\xi\ll l$ and later crosses to the local one. A straight line fitted across the crossover mixes the two regimes.

\section{The relation that replaces the authors' second step}

Substituting $u=k\xi$ in $G$ shows that $w^2=(D/K)\,\xi^3F(l/\xi)$ for some function $F$. Let $a=\partial\ln w/\partial\ln l$ at fixed time. Since $\ln w=\tfrac32\ln\xi+\tfrac12\ln F(l/\xi)$ plus a constant, a change of $\ln\xi$ at fixed $l$ alters $\ln w$ by $\tfrac32-a$ per unit. With $\xi\propto t^{1/4}$,
\begin{equation}
\left.\frac{\partial\ln w}{\partial\ln t}\right|_l
+\frac14\left.\frac{\partial\ln w}{\partial\ln l}\right|_t=\frac38 .
\label{identity}
\end{equation}
This holds for every window length in the model. More generally, suppose that $w=\xi^\alpha f(l/\xi)$ and that $w\propto l^{\alpha_{\rm loc}}$ for $l\ll\xi$. Then $w\propto l^{\alpha_{\rm loc}}\xi^{\alpha-\alpha_{\rm loc}}$, and the small-window growth exponent is
\begin{equation}
\kappa=\frac{\alpha-\alpha_{\rm loc}}{z}.
\end{equation}
Here $\alpha_{\rm loc}=1$ and $\kappa=(3/2-1)/4=1/8$. Scaling is called anomalous when $\kappa\neq0$. Under ordinary scaling $\alpha_{\rm loc}=\alpha$, and a small window stops roughening while the whole surface continues.

\section{Levelling can hide the effect}

The manuscript should say whether a straight line was subtracted in each window. Put $x=ls$ with $-1/2<s<1/2$. The normalized tilt function is $\sqrt{12}\,s$, and its amplitude in the profile is $A=\sqrt{12}\int s\,h\,ds$. The height correlation is $W^2-G/2$, and the constant drops out because $\int s\,ds=0$. Hence
\begin{equation}
\langle A^2\rangle=-6\int\!\!\int ss'\,G(l|s-s'|)\,ds\,ds'.
\end{equation}
For separation $\rho$ and midpoint $c$, $ss'=c^2-\rho^2/4$ with $|c|<(1-\rho)/2$. Integrating over $c$ and counting both orders of the points,
\begin{align}
\langle A^2\rangle
&=-12\int_0^1G(l\rho)\left[\frac{(1-\rho)^3}{12}
-\frac{\rho^2(1-\rho)}{4}\right]d\rho\nonumber\\
&=-\int_0^1G(l\rho)\,(1-3\rho+2\rho^3)\,d\rho .
\end{align}
Subtracting this from (\ref{raw}) gives the levelled roughness,
\begin{equation}
w_{\rm lev}^2=\int_0^1G(l\rho)\,(2-4\rho+2\rho^3)\,d\rho .
\label{level}
\end{equation}
For $G\propto r^2$ the integral is $2/3-1+1/3=0$, so the growing term disappears. For $r^3$ it is $1/2-4/5+2/7=-1/70$, and for $r^4$ it is $2/5-2/3+1/4=-1/60$. With (\ref{G}),
\begin{equation}
w_{\rm lev}^2\simeq\frac{Dl^3}{420K}
-\frac{D\,\Gamma(5/4)}{720\pi K\xi}l^4 .
\end{equation}
The levelled roughness tends to a constant although the slopes keep increasing. At any given moment the increase comes mainly from waves about 5 to 14 times as long as the current $\xi$, which look like a tilt in a short window. A levelled plateau is therefore no evidence that slopes have saturated.

\section{A numerical reading}

Take the round values $K=5000\ \mathrm{nm^4/s}$ and $D=5\ \mathrm{nm^3/s}$. At $t=10^4$ s, $\xi=(2\times5000\times10^4)^{1/4}=100$ nm. The rms slope is 0.1975, so the leading term of (\ref{small}) gives $w\simeq0.1975\times10/\sqrt{12}=0.570$ nm in a 10 nm window. The full integral gives 0.563 nm; the negative cubic term accounts for the difference.

Between 1 s and $10^4$ s the global width rises from 0.62 to 19.6 nm and the rms slope from 0.0625 to 0.1975. In the 10 nm window the raw roughness rises from 0.158 to 0.563 nm, while the levelled roughness changes only from 0.0445 to 0.0484 nm, close to its limit of 0.0488 nm.

Fits over all four decades give apparent exponents of 0.137, 0.240 and 0.362 for windows of 10, 100 and 1000 nm. The middle value belongs to neither regime: that window gives 0.32 in the first decade and 0.17 in the last. Even the 1000 nm window gives 0.347 in the last decade, below $3/8$. Equation (\ref{large}) explains this. Its correction is $10\ \mathrm{nm^2}$ at $10^3$ s and $100\ \mathrm{nm^2}$ at $10^4$ s, so the exponent is
\begin{equation}
\frac12\log_{10}\frac{19.613^2-100}{8.271^2-10}\simeq0.344 .
\end{equation}

At 10 nm and $10^4$ s the time exponent is 0.1282 and the length exponent 0.9871. Equation (\ref{identity}) returns $0.1282+0.9871/4=0.375$.

The window formulas were also compared with a real-space lattice calculation that repeatedly combines relaxation with fresh noise and does not use $S$. With $K=D=1$, unit spacing, 512 sites, $l=32$ and $\xi=8$, 16 and 32, the raw and levelled $w^2$ agreed with the continuum values to about 0.7\% or better. The numerical output follows this comment.

\section{Two contrasts}

Continued growth in a small window is not a general rule. Replace the smoothing term by $\nu\,\partial_x^2h$. The spectrum becomes $S=D(1-e^{-2\nu k^2t})/(\nu k^2)$, and
\begin{equation}
W^2=\frac{D}{\pi\nu}\sqrt{2\nu t}\int_0^\infty\frac{1-e^{-u^2}}{u^2}du
=\frac D\nu\sqrt{\frac{2\nu t}{\pi}},
\end{equation}
because integration by parts reduces the integral to $2\int_0^\infty e^{-u^2}du=\sqrt\pi$. Thus $\beta=1/4$. For $r\ll\sqrt{2\nu t}$, using $\int_0^\infty(1-\cos kr)k^{-2}dk=\pi r/2$, one finds $G\to Dr/\nu$. Equation (\ref{raw}) then gives $w^2\to Dl/(6\nu)$, independent of time: $\kappa=0$.

Now keep this relaxation but let the noise strength rise as $D(t)=D_1t$. With $b=2\nu k^2$ and $\tau=t-s$,
\begin{equation}
S=2D_1\int_0^t(t-\tau)e^{-b\tau}d\tau
=2D_1\left[\frac tb-\frac{1-e^{-bt}}{b^2}\right].
\end{equation}
For $bt\gg1$ this is $D_1t/(\nu k^2)$, the steady spectrum with the current noise strength. Hence $G\to D_1tr/\nu$, and (\ref{raw}) and (\ref{level}) give
\begin{equation}
w^2\to\frac{D_1tl}{6\nu},\qquad w_{\rm lev}^2\to\frac{D_1tl}{15\nu}.
\end{equation}
Both roughnesses grow as $t^{1/2}$. Integrating over $k$ before $\tau$ gives the global width,
\begin{equation}
W^2=\frac{D_1}{\sqrt{2\pi\nu}}\int_0^t\frac{t-\tau}{\sqrt\tau}d\tau
=\frac{4D_1t^{3/2}}{3\sqrt{2\pi\nu}},
\end{equation}
so $\beta=3/4$. With $z=2$ this means $\alpha=3/2$, as in the first model, yet here levelling does not remove the growth, because short waves are also gaining amplitude. The global $\alpha$ alone cannot tell these cases apart.

\section{Bearing on deposited films}

The example's noise is far stronger than atomic counting noise. For independent arrivals of atomic volume $\Omega$ at growth rate $v$, averaged across a strip of width $q$, the height variance gives $2D=\Omega v/q$. Rough values $\Omega=0.02\ \mathrm{nm^3}$, $v=0.1$ nm/s and $q=1$ nm yield $D=0.001\ \mathrm{nm^3/s}$, 5000 times smaller. At fixed $K$, the model's heights and slopes would be about 70 times smaller, with unchanged exponents. The global width would then be only 0.28 nm at $10^4$ s, about one atomic layer, and the roughness in a 10 nm window about 0.008 nm. A continuum equation cannot be relied on for heights this small, so the numerical example illustrates the scaling and does not predict the roughness of a particular film. Real films are also two-dimensional. For isotropic fourth-order smoothing with a short-wave cutoff $\Lambda$, and $D$ now the noise strength per area,
\begin{equation}
M=\frac{D}{2\pi K}\int_0^\Lambda\frac{1-e^{-2Kk^4t}}{k}dk
=\frac{D}{8\pi K}\int_0^{V}\frac{1-e^{-v'}}{v'}dv',
\end{equation}
where $V=2K\Lambda^4t$. For $V\gg1$ the last integral is $\ln V+0.577$. The slopes still increase, but $M$ gains only $0.0916\,D/K$ per decade of time. The rms-slope exponent is $1/[2(\ln V+0.577)]$, instead of $1/8$. With the example's $K$ at $t=10^4$ s, a cutoff $\Lambda=\pi/(30\ \mathrm{nm})$ gives $V\simeq10^4$ and an exponent of about 0.05; an atomic cutoff $\Lambda=\pi/(0.3\ \mathrm{nm})$ gives $V\simeq10^{12}$ and about 0.018. Shadowing adds a dependence of the local flux on distant heights, which none of these models contains; its exponents must be measured or computed separately.

\section{Changes requested}

The authors should report $w$ against both $l$ and $t$, with and without levelling, and state $l/\xi$ for each point. A global exponent may be taken from windows much longer than $\xi$, provided the sample is longer still. The approach is slow: in the first model the exponent is about 0.34 at $l=10\xi$ and 0.36 at $l=30\xi$, against the global 0.375. If only smaller windows are available, the length exponent divided by $z$ must be added to the time exponent, with $z$ obtained from the measured $\xi(t)$ and the scaling form confirmed by data collapse. If every window is much shorter than $\xi$, the windows do not show $\xi$ directly, and $z$ has to come from another measurement. The claim that the local morphology has nearly stopped changing should be withdrawn. If the rms slope, measured at fixed lateral resolution, proves to be constant, the authors can say that the rms slope has saturated at that resolution.

\section*{Table of computed values}
\begin{verbatim}
Lattice check, lengths in lattice spacings, K = D = 1
xi | lattice/continuum ratio: W^2, slope^2, w^2, levelled w^2 (l=32)
  8.0 | 1.0020  0.9987  1.0038  1.0070
 16.0 | 1.0005  0.9997  1.0012  1.0035
 32.0 | 1.0001  1.0000  1.0001  1.0021
Lattice w^2 ratio when l and xi both double: 7.9981
Growth exponents at l/xi = 0.01: raw window, levelled window; global
fourth    0.1253  0.0002; 0.3750
ordinary  0.0004  0.0000; 0.2500
rising    0.5007  0.5000; 0.7500
2D slope-variance gain per time decade: 0.0916 D/K
Example: K = 5000 nm^4/s, D = 5 nm^3/s
t (s) | xi (nm) | W (nm) | rms slope | w, levelled w at 10 nm (nm)
     1 |   10.00 |   0.620 | 0.0625 | 0.1580  0.04454
    10 |   17.78 |   1.471 | 0.0833 | 0.2234  0.04644
   100 |   31.62 |   3.488 | 0.1111 | 0.3078  0.04748
  1000 |   56.23 |   8.271 | 0.1481 | 0.4179  0.04806
 10000 |  100.00 |  19.613 | 0.1975 | 0.5628  0.04838
Late levelled roughness limit at 10 nm: 0.04880 nm
Apparent exponent: window (nm) | first decade | last decade | full fit
    10 | 0.1504 | 0.1294 | 0.1372
   100 | 0.3205 | 0.1713 | 0.2404
  1000 | 0.3705 | 0.3474 | 0.3621
At l = 10 nm, t = 10000 s:
  time exponent 0.1282, length exponent 0.9871
  recovered global exponent with z = 4: 0.3750
\end{verbatim}
